# Stress decay above a periodic row of edge misfit dislocations

A film of larger lattice parameter, grown on a thick substrate, can relax by acquiring a row of dislocations at the interface. The substrate then has at least one more atomic plane than the film in each repeat distance. Close to the interface the film feels each dislocation separately; far above it, only the average relief of misfit should remain. How thick must the film be before the individual dislocations fade from view?

## The model and the result

Let $x$ lie in the interface and $z$ point into the film. Straight edge dislocations run along $y$ through $x=np$, $z=0$, for all integers $n$. Their Burgers vector has length $b$ and lies along $x$; the extra half-planes occupy $z<0$. The body is infinite, isotropic and linearly elastic, with shear modulus $\mu$ and Poisson ratio $\nu$, and nothing varies along $y$ (plane strain). Tensile stress is positive. Define

$$k=\frac{2\pi}{p},\qquad D=\frac{\mu b}{2\pi(1-\nu)},\qquad q=mk,\quad m=1,2,\ldots$$

so that $Dk=\mu b/[(1-\nu)p]$. For $z>0$ the stresses are

$$\sigma_{xx}=Dk\Big[1+\sum_m(2-qz)e^{-qz}\cos qx\Big],$$
$$\sigma_{zz}=Dk\sum_m qz\,e^{-qz}\cos qx,\qquad
\sigma_{xz}=-Dk\sum_m(1-qz)e^{-qz}\sin qx .$$

The slowest varying term, $m=1$, decays as a linear function of $z$ times $e^{-2\pi z/p}$. The mean of $\sigma_{xx}$ does not decay: it is the misfit relief.

## First derivation: one harmonic at a time

**The source.** Compare the lengths of material just above and just below the interface. Across each core the lower side contains an extra width $b$, so the upper side is stretched relative to it. The elastic strain therefore jumps by

$$\varepsilon_{xx}(0^+)-\varepsilon_{xx}(0^-)=b\sum_n\delta(x-np)=\frac bp\Big[1+2\sum_m\cos qx\Big].$$

The last form is the Fourier series of the periodic delta function: its mean is $1/p$ and each cosine coefficient is $2/p$.

**The equation in the bulk.** Equilibrium is satisfied by writing

$$\sigma_{xx}=\phi_{zz},\qquad \sigma_{zz}=\phi_{xx},\qquad \sigma_{xz}=-\phi_{xz},$$

where subscripts on $\phi$ denote derivatives. Hooke's law in plane strain is

$$2\mu\varepsilon_{xx}=\sigma_{xx}-\nu\nabla^2\phi,\quad
2\mu\varepsilon_{zz}=\sigma_{zz}-\nu\nabla^2\phi,\quad
2\mu\varepsilon_{xz}=\sigma_{xz}.$$

Strains that come from a displacement obey $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. Substitution gives

$$\phi_{zzzz}+\phi_{xxxx}+2\phi_{xxzz}-\nu\nabla^4\phi=(1-\nu)\nabla^4\phi=0 .$$

For $\phi=F(z)\cos qx$ this becomes $(d^2/dz^2-q^2)^2F=0$. Each of the roots $\pm q$ is double. The solution that stays bounded above the interface is

$$F=(A+Bz)e^{-qz}.$$

The double root is the origin of the linear prefactor.

**The constants.** Reflection in $z=0$ moves the half-planes to the other side, which is the same as reversing $b$, and hence every stress. So $\sigma_{xx}$ and $\sigma_{zz}$ are odd in $z$. Since $\sigma_{zz}$ must also be continuous between the cores, it vanishes at $z=0$. But $\sigma_{zz}=-q^2F\cos qx$, so $A=0$. Then

$$F'=B(1-qz)e^{-qz},\qquad F''=B(-2q+q^2z)e^{-qz}.$$

At $z=0^+$, where $\sigma_{zz}=0$, Hooke's law gives

$$\varepsilon_{xx}=\frac{1-\nu}{2\mu}\sigma_{xx}=-\frac{(1-\nu)qB}{\mu}\cos qx .$$

Because the strain is odd in $z$, this is half the jump, $(b/p)\cos qx$. Hence

$$B=-\frac{\mu b}{(1-\nu)pq}=-\frac{Dk}{q}.$$

Inserting $B$ in $\sigma_{xx}=F''\cos qx$, $\sigma_{zz}=-q^2F\cos qx$ and $\sigma_{xz}=qF'\sin qx$ gives the three series.

**The mean.** The constant part of the jump is shared as $\pm b/2p$. With $\sigma_{zz}=0$, the film stress is $[2\mu/(1-\nu)](b/2p)=Dk$. A thin film on a thick substrate shares it differently: force balance leaves the substrate almost unstrained, the film takes all of $b/p$, and its mean relief stress is $2Dk$. This redistribution adds only a uniform strain and does not itself alter the varying terms; the film's free surface does alter them, as shown below.

## Second derivation: adding single dislocations

**One dislocation.** Let $r^2=x^2+z^2$, $L=\ln r$, and try $\phi=DzL$. Away from the origin $\nabla^2L=0$, so $\nabla^2\phi=2DL_z=2Dz/r^2$, which is itself harmonic. Thus $\nabla^4\phi=0$. Using $L_{xx}=-L_{zz}$,

$$\sigma_{xx}=D(2L_z+zL_{zz})=D\left(2+z\frac{\partial}{\partial z}\right)\frac{z}{r^2},\qquad
\sigma_{zz}=-Dz\frac{\partial}{\partial z}\frac{z}{r^2}.$$

The first derivatives of $\phi$ are single-valued, so no net force acts on the core.

The constant $D$ must be tied to $b$. Take a circuit along a horizontal line at height $z>0$ and back along $-z$, closed by vertical sides at $x=\pm X$. On those sides $\partial_zu_x=\varepsilon_{xz}+\omega$, with $\omega=\tfrac12(\partial_zu_x-\partial_xu_z)$ the rotation. The equilibrium equations for the displacement, written with the dilatation $\theta=\varepsilon_{xx}+\varepsilon_{zz}$, are

$$\frac{1-\nu}{1-2\nu}\,\partial_x\theta=-\partial_z\omega,\qquad
\frac{1-\nu}{1-2\nu}\,\partial_z\theta=\partial_x\omega .$$

Here $\theta\propto z/r^2$, so $\omega\propto -x/r^2$. Strain and rotation both fall as $1/X$, and the vertical sides contribute nothing to the $u_x$ closure as $X\to\infty$. For the horizontal lines, $\int z\,dx/r^2=\pi$ for every $z>0$. Its $z$-derivative is zero, so $\int\sigma_{xx}dx=2\pi D$ and $\int\sigma_{zz}dx=0$. The lower line gives the opposite sign, and the closure is

$$b=2\,\frac{1-\nu}{2\mu}\,2\pi D=\frac{2\pi(1-\nu)D}{\mu},$$

as required. The closure of $u_z$ is zero: $\partial_xu_z$ is odd in $x$, and the two vertical sides cancel because $\varepsilon_{zz}$ is even.

**The row.** All that is needed is the sum

$$S(x,z)=\sum_n\frac{z}{(x-np)^2+z^2}.$$

It has period $p$. In its Fourier coefficients, the integral of the whole sum over one period equals the integral of one term over the whole line:

$$\frac2p\int_{-\infty}^{\infty}\frac{z\cos qx}{x^2+z^2}\,dx=\frac{2\pi}{p}e^{-qz}=k\,e^{-qz}.$$

The integral follows from the pole of $ze^{iqx}/(x^2+z^2)$ at $x=iz$, whose residue is $e^{-qz}/2i$. The mean is $\pi/p=k/2$. Therefore

$$S=\frac k2+k\sum_m e^{-qz}\cos qx .$$

Now $z\,\partial_z$ multiplies each exponential by $-qz$. So $\sigma_{xx}=D(2+z\partial_z)S$ and $\sigma_{zz}=-Dz\partial_zS$ reproduce the series above, including the mean. For the shear, equilibrium gives

$$\partial_x\sigma_{xz}=-\partial_z\sigma_{zz}=-Dk\sum_m q(1-qz)e^{-qz}\cos qx .$$

Integration over $x$ gives the stated series. The added function of $z$ is zero because the shear, summed symmetrically about $x=0$, is odd in $x$.

## How soon the exponential law holds

With $Z=kz$ and $s=e^{-Z}$, the terms of $\sigma_{xx}$ beyond $m=1$ are together no larger than

$$Dk\sum_{m\ge2}(2+mZ)s^m=Dk\left[\frac{2s^2}{1-s}+\frac{Zs^2(2-s)}{(1-s)^2}\right].$$

They fall as $e^{-2Z}$, again with a linear factor. The first harmonic, however, vanishes at $z=2/k=p/\pi$ and changes sign there. Beyond that height its local decay rate is

$$-\frac{d}{dz}\ln\big[(kz-2)e^{-kz}\big]=k-\frac{1}{z-2/k},$$

which is negative up to $z=3/k$, where the magnitude of the harmonic has a local maximum, and then approaches $k$ slowly. Between $z=1.5p$ and $2p$, direct sums over the dislocations give an average rate of $0.888k$; dividing out $kz-2$ first gives $k$ to the six decimals printed.

## What each derivation assumes

Both use linear isotropic elasticity, cores of zero width and equal spacing. They differ in which of these is easiest to give up.

**The harmonic method**, as written above, uses periodicity from its first line; for other arrangements the Fourier series becomes an integral over $q$. It does not need a homogeneous infinite body. Suppose the film ends at a free surface $z=h$, and write $H=kh$, $\zeta=h-z$. To the $m=1$ part of $\phi$ add $(P+Q\zeta)e^{-k\zeta}\cos kx$, which decays downwards and has no jump at the interface. Its surface tractions are $-k^2P\cos kx$ (normal) and $-k(Q-kP)\sin kx$ (shear). They must cancel $DkHe^{-H}\cos kx$ and $-Dk(1-H)e^{-H}\sin kx$, so

$$P=Dhe^{-H},\qquad Q=D(2H-1)e^{-H}.$$

The added $\sigma_{xx}$ amplitude at the surface is $k^2P-2kQ=Dk(2-3H)e^{-H}$. The total is

$$Dk(2-H)e^{-H}+Dk(2-3H)e^{-H}=4Dk(1-H)e^{-H}.$$

The exponent survives; the prefactor tends to four times its former value at large $H$.

The same method shows what isotropy contributes. In a crystal with stiffnesses $c_{11},c_{13},c_{33},c_{55}$ in these axes, put $u_x=Ue^{-\chi kz}\sin kx$ and $u_z=We^{-\chi kz}\cos kx$. Equilibrium requires

$$(c_{55}\chi^2-c_{11})U+(c_{13}+c_{55})\chi W=0,$$
$$(c_{33}\chi^2-c_{55})W-(c_{13}+c_{55})\chi U=0,$$

and a nonzero solution exists if

$$c_{33}c_{55}\chi^4-(c_{11}c_{33}-c_{13}^2-2c_{13}c_{55})\chi^2+c_{11}c_{55}=0 .$$

For isotropic constants this reduces to $(\chi^2-1)^2=0$, the double root. If the roots are distinct, two plain exponentials replace the linear prefactor.

**The summation method** needs the field of one dislocation in the given body, here infinite and uniform, but the dislocations may sit anywhere. Let each be displaced by an independent random $u_n$ of zero mean and rms size $s_u\ll z$. To first order the stress changes by $-\sum_nu_n\sigma_1'(x-np)$, where $\sigma_1$ is the $\sigma_{xx}$ of one dislocation. Its variance, averaged over $x$, is $(s_u^2/p)\int\sigma_1'^2dx$. Since $z/r^2=\int_0^\infty e^{-qz}\cos qx\,dq$ (now with continuous $q$),

$$\sigma_1=D\int_0^\infty(2-qz)e^{-qz}\cos qx\,dq .$$

Parseval's theorem, with $t=qz$, gives

$$\int\sigma_1'^2dx=\frac{\pi D^2}{z^3}\int_0^\infty t^2(2-t)^2e^{-2t}dt=\frac{\pi D^2}{z^3}\left(1-\frac32+\frac34\right)=\frac{\pi D^2}{4z^3}.$$

The random stress therefore has rms value

$$\sigma_{\rm rms}=\frac{Ds_u}{2}\sqrt{\frac{\pi}{pz^3}} .$$

This is a power law, so at large enough height it exceeds the exponential field. Disorder supplies long wavelengths that a perfect row lacks.

## A germanium film on silicon

Take rough values for relaxed Ge on Si(001) with edge dislocations of this type: $b=0.40$ nm and $p=10$ nm, a relief of 4.0%. Take rough cubic constants of Ge, $C_{11},C_{12},C_{44}=130,50,70$ GPa. Averaging the stiffness over all orientations (the Voigt average) gives $\mu=(C_{11}-C_{12}+3C_{44})/5=58$ GPa and $\lambda=(C_{11}+4C_{12}-2C_{44})/5=38$ GPa, so $\nu=\lambda/[2(\lambda+\mu)]=0.198$. Then

$$Dk=\frac{58\times0.40}{0.802\times10}\ \text{GPa}=2.89\ \text{GPa},$$

and the decay length is $1/k=1.59$ nm. At $z=10$ nm, $kz=6.283$ and

$$\sigma_{xx}^{(1)}=2892\,(2-6.283)(1.867\times10^{-3})\ \text{MPa}=-23.1\ \text{MPa}.$$

The negative sign means that the relief directly above a dislocation is below average. Direct summation at $x=0$ gives $-23.2$ MPa. At 5 nm the first harmonic is $-143$ MPa and the direct sum $-168$ MPa, so higher harmonics still matter; at 20 nm both are $-0.107$ MPa.

Real films depart from the model in ways that change these numbers considerably. If the film ends at 10 nm, the isotropic surface amplitude is $-114$ MPa, about five times the infinite-body value. For cubic Ge with $x$ along $\langle110\rangle$, $c_{11}=(C_{11}+C_{12}+2C_{44})/2=160$ GPa, while $c_{13}=C_{12}$, $c_{33}=C_{11}$ and $c_{55}=C_{44}$. The roots are $\chi=0.930\pm0.494i$: the exponent of the envelope is 7% smaller than in the isotropic model, and the stress oscillates with height. The envelope has no linear prefactor, however, and between 10 and 20 nm it falls faster than the isotropic amplitude, by a factor of about 345 against 217. In an infinite body the amplitude becomes $-16.7$ MPa at 10 nm and $+0.049$ MPa at 20 nm, where even the sign differs from the isotropic result. Replacing the lower half by stiffer Si (rough constants 170, 60, 80 GPa) changes the 10 nm value to $-17.9$ MPa; adding the free surface there gives $-38$ MPa. This last value is sensitive to the inputs, because the oscillating surface amplitude passes through zero for a film between 11 and 12 nm thick: measured elastic constants in place of the rounded ones give $-44$ to $-46$ MPa. They change the other cubic amplitudes by up to about 3% and raise the factor 345 to about 360.

A relaxed film also needs a second row, at right angles. Its contribution to $\sigma_{xx}$ is the stress along its own lines. In an isotropic body this is $\nu$ times the sum of the two normal stresses perpendicular to those lines; cubic Ge does not obey this simple relation. In the isotropic infinite body the linear terms cancel in that sum, leaving a first-harmonic amplitude $2\nu Dke^{-kz}$, or 2.1 MPa at 10 nm. At a free surface they do not cancel: there $\sigma_{zz}=0$, and for an isotropic film ending at 10 nm the amplitude is $\nu$ times $-114$ MPa, or $-23$ MPa. The isotropic model greatly overstates this term for Ge. With $c_{12}=(C_{11}+C_{12}-2C_{44})/2=20$ GPa in these axes, the ratio of the stress along the lines to the stress across them at a free surface is $(c_{12}-c_{13}^2/c_{33})/(c_{11}-c_{13}^2/c_{33})\approx0.005$ for the rough constants, not $0.198$. This gives only $-0.2$ MPa for Ge on Si at 10 nm; the ratio is a small difference and depends strongly on the constants used.

Far from the interface, unequal spacing is the largest of these departures, although the random stress itself also falls with height. With $s_u=0.5$ nm, 5% of the spacing, the random stress in the isotropic infinite body is 20 MPa rms at 10 nm and 7.2 MPa at 20 nm. At a free surface at the same height it is four times larger, because each harmonic then has the prefactor $4(1-qh)$ in place of $2-qz$. In the infinite body it exceeds the rms first harmonic, $|\sigma_{xx}^{(1)}|/\sqrt2$, at every height above about 9 nm, and also close to $z=p/\pi$, where that harmonic vanishes. At 5 nm it is 58 MPa against 101 MPa, already more than half. (These harmonic values are those of the perfect row; for Gaussian displacements the average first harmonic is lower by the factor $e^{-k^2s_u^2/2}$, about 5% here.) For this degree of disorder, then, the first harmonic alone does not give the total varying stress accurately at any height from 5 nm upwards. These values assume independent displacements from equally spaced sites. If instead the successive spacings vary independently by 5%, the position errors accumulate along the row. The random stress in the infinite body is then larger, roughly 50 MPa at 10 nm and 30 MPa at 20 nm, and falls more slowly with height. The exponential law should not be used alone to choose a buffer thickness.

Neither derivation describes the core, and its width matters at every height, not only nearby. If the Burgers vector is spread along $x$ with a Lorentzian density of half-width $w$, each harmonic is multiplied by $e^{-qw}$, the Fourier transform of that density. For $w=0.25$ nm this lowers the first harmonic by about 15%; a more compact core has a smaller effect. Nonlinear elasticity at strains of several per cent has not been estimated. The remaining values are in the numerical output below.

## Numbers as computed

```
b = 0.40 nm, p = 10.0 nm, b/p = 4.0 %
Ge C11, C12, C44 (rough, GPa): 130.0 50.0 70.0
Si C11, C12, C44 (rough, GPa): 170.0 60.0 80.0
isotropic average: mu = 58.0 GPa, nu = 0.198
k = 0.6283 1/nm, decay length 1/k = 1.592 nm
D = 4.604 GPa nm
mean s_xx, infinite body: Dk = 2.892 GPa
mean s_xx, film on thick substrate: 2Dk = 5.785 GPa
first harmonic of s_xx vanishes at z = 3.183 nm
rate from direct sums, 1.5p to 2p: 1.000000 k
same with prefactor ignored: 0.8877 k
stresses in MPa; signed amplitudes multiply cos(kx):
z = 5 nm: kz = 3.142, exp(-kz) = 4.321e-02
  s_xx first harmonic: -142.7 MPa
  s_xx(x=0) - mean, direct sum: -167.7 MPa
  bound on higher harmonics: 47.6 MPa
  isotropic, free surface at this z: -1071 MPa
  cubic Ge throughout, infinite: -199.1 MPa
  cubic Ge on cubic Si, infinite: -204.1 MPa
  cubic Ge on Si, free surface here: -1177 MPa
  s_xx from orthogonal row, cos(ky): 49.48 MPa
  rms random s_xx, s = 0.5 nm: 57.7 MPa
z = 10 nm: kz = 6.283, exp(-kz) = 1.867e-03
  s_xx first harmonic: -23.14 MPa
  s_xx(x=0) - mean, direct sum: -23.24 MPa
  bound on higher harmonics: 0.147 MPa
  isotropic, free surface at this z: -114.1 MPa
  cubic Ge throughout, infinite: -16.7 MPa
  cubic Ge on cubic Si, infinite: -17.87 MPa
  cubic Ge on Si, free surface here: -38.07 MPa
  s_xx from orthogonal row, cos(ky): 2.138 MPa
  rms random s_xx, s = 0.5 nm: 20.4 MPa
z = 20 nm: kz = 12.566, exp(-kz) = 3.487e-06
  s_xx first harmonic: -0.1066 MPa
  s_xx(x=0) - mean, direct sum: -0.1066 MPa
  bound on higher harmonics: 9.54e-07 MPa
  isotropic, free surface at this z: -0.4667 MPa
  cubic Ge throughout, infinite: 0.04944 MPa
  cubic Ge on cubic Si, infinite: 0.05285 MPa
  cubic Ge on Si, free surface here: 0.1168 MPa
  s_xx from orthogonal row, cos(ky): 0.003993 MPa
  rms random s_xx, s = 0.5 nm: 7.212 MPa
cubic Ge decay factor: 0.930 +/- 0.494 i (isotropic: 1)
simulated/predicted random rms at z = p, 2p: 0.975, 1.028
random rms overtakes periodic rms at z = 9.31 nm
```
